# Where Magnon and Transverse Phonon Curves Touch in Yttrium Iron Garnet

## Problem

Yttrium iron garnet (YIG) is the insulating magnet of many spin-Seebeck devices: a temperature gradient drives a magnon current through it, and a metal contact turns the arriving spin into a voltage. A magnetic field lifts the magnon energies and leaves the bare phonon energies where they are, so the field controls where the two dispersion curves meet.

Describe the magnons by one isotropic branch and the transverse phonons by a straight line,

$$E_m(k)=g\mu_B B+Dk^2,\qquad E_p(k)=\hbar ck .$$

Here $B$ is $\mu_0$ times the internal magnetic field, $g=2$, the stiffness is $D=8.5\times10^{-40}\ \mathrm{J\,m^2}$, and the sound speed is $c=3843$ m/s.

1. Find the field $B_T$ at which the curves touch, with the wavenumber and energy of the contact.
2. Estimate how far dipolar forces, lattice curvature and a softer stiffness move this field.
3. Magnetoelastic coupling mixes the modes. Find their splitting at the contact for $k$ along the field.
4. Explain why a spin-Seebeck anomaly can appear near $B_T$, and what decides whether it is a peak or a dip.

## Solution

### 1. The touching field

The curves meet where $E_m=E_p$:

$$Dk^2-\hbar ck+g\mu_B B=0 .$$

The quadratic formula gives

$$k_\pm=\frac{\hbar c\pm\sqrt{(\hbar c)^2-4Dg\mu_B B}}{2D}.$$

Two real roots are two crossings, and complex roots mean that the curves do not meet. The curves touch when the roots coincide, that is, when the square root vanishes:

$$B_T=\frac{(\hbar c)^2}{4Dg\mu_B},\qquad k_T=\frac{\hbar c}{2D},\qquad E_T=\hbar ck_T=\frac{(\hbar c)^2}{2D}.$$

The crossings at other fields follow by factoring $\hbar c$ out of the root:

$$k_\pm=k_T(1\pm s),\qquad s=\sqrt{1-B/B_T}.$$

At zero field they lie at $k=0$ and $k=2k_T$. A rising field brings them together at $k_T$, and above $B_T$ the whole magnon curve lies above the phonon line.

At the contact the magnon group velocity is $2Dk_T/\hbar=c$, so the slopes agree as well as the energies. Comparing $E_T$ with $B_T$ gives $E_T=2g\mu_BB_T$: half of the magnon energy is Zeeman energy and half is exchange energy.

In units of meV and nm the inputs are

$$D=5.305\ \mathrm{meV\,nm^2},\quad \hbar c=2.5295\ \mathrm{meV\,nm},\quad g\mu_B=0.11577\ \mathrm{meV/T}.$$

Therefore

$$B_T=\frac{(2.5295)^2}{4(5.305)(0.11577)}\ \mathrm{T}=2.60\ \mathrm{T},$$

$$k_T=\frac{2.5295}{2(5.305)}\ \mathrm{nm^{-1}}=0.238\ \mathrm{nm^{-1}},\qquad E_T=0.603\ \mathrm{meV}.$$

The wavelength is 26.4 nm and the frequency is 146 GHz. At 2.0 T the crossings lie at 0.124 and 0.353 nm$^{-1}$; at 3.0 T there are none.

Taking the logarithm of $B_T$ and differentiating gives the sensitivity to small changes:

$$\frac{dB_T}{B_T}=2\frac{dc}{c}-\frac{dD}{D}.$$

A 1% error in the sound speed moves the field by 2%, or about 0.05 T. With the stiffness given to two digits, the result to quote is 2.6 T.

### 2. Effects left out of the two curves

For other dispersion relations it helps to ask which field $B(k)$ makes the curves meet at a chosen $k$. In the basic model

$$B(k)=\frac{\hbar ck-Dk^2}{g\mu_B}.$$

The largest value of $B(k)$ is the touching field, since a greater field leaves no meeting point. The shifts below come from numerical maximization of the modified $B(k)$.

**Dipolar forces.** Let the equilibrium magnetization $M$ point along $z$. If $k$ also points along $z$, the transverse magnetization of the wave has no divergence and creates no dipolar field. If $k$ points along $x$, the component $Mm_x$ creates the field $-\mu_0Mm_x$ along $x$. Write $A=g\mu_BB+Dk^2$ and $d=g\mu_B\mu_0M$. The linear precession equations are then

$$\hbar\dot m_x=-Am_y,\qquad \hbar\dot m_y=(A+d)m_x .$$

Differentiating the first and inserting the second gives $E^2=A(A+d)$. Setting $E=\hbar ck$ and taking the positive root for $A$,

$$B(k)=\frac{-d/2+\sqrt{d^2/4+(\hbar ck)^2}-Dk^2}{g\mu_B}.$$

For $d\ll\hbar ck$ this lowers the field by about $\mu_0M/2$. With a rough magnetization of $1.4\times10^5$ A/m, $\mu_0M=0.176$ T, and maximization gives a shift of $-0.087$ T. The touching field thus depends on direction: 2.60 T for $k$ along the magnetization and about 2.52 T for $k$ perpendicular to it.

**Lattice curvature.** A nearest-neighbour chain of period $a$ shows the size of this effect:

$$E_m=g\mu_BB+\frac{2D}{a^2}(1-\cos ka),\qquad E_p=\frac{2\hbar c}{a}\sin\frac{ka}{2}.$$

For a rough period of 1.24 nm, magnon curvature alone raises the field by about 0.02 T and phonon curvature alone lowers it by about 0.02 T. Within this chain the two effects cancel. To see this, put $y=(2/a)\sin(ka/2)$. Since $1-\cos ka=2\sin^2(ka/2)$, the energies become $g\mu_BB+Dy^2$ and $\hbar cy$, which is the original problem with $y$ in place of $k$. The required value $y=k_T$ is available because $k_T<2/a$. YIG has a more complicated cell, so the cancellation need not hold there, and the separate shifts give only a rough idea of the size to expect.

**Softer stiffness.** Warming can reduce $D$. A reduction of 5%, with $c$ held fixed, multiplies $B_T$ by $1/0.95$ and raises it by 0.137 T. Among the changes considered here, this is the largest.

### 3. Magnetoelastic splitting

Let $m_x,m_y$ be the small transverse components of the magnetization direction and $u_x,u_y$ the transverse displacements. For waves along $z$, take the coupling energy density

$$e_{me}=b(m_x\partial_zu_x+m_y\partial_zu_y).$$

It acts on the magnetization as a transverse field $h_i=-(b/M)\partial_zu_i$. With the convention $\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B_{\rm eff}$, where $\gamma=g\mu_B/\hbar>0$, and with $\omega_m=E_m/\hbar$, the linear equations are

$$\dot m_x=-\omega_mm_y+\gamma h_y,\qquad \dot m_y=\omega_mm_x-\gamma h_x .$$

Adding $i$ times the second to the first, and defining $m_+=m_x+im_y$, $u_+=u_x+iu_y$ and $h_+=h_x+ih_y$, gives

$$\dot m_+=i\omega_mm_+-i\gamma h_+ .$$

For a wave $e^{i(kz+\omega t)}$ the coupling field is $h_+=-i(bk/M)u_+$, so that

$$(\omega-\omega_m)m_+=i\frac{\gamma bk}{M}u_+ .$$

The elastic equation is $\rho\ddot u_+=\rho c^2\partial_z^2u_++b\,\partial_zm_+$, with mass density $\rho$. With $\omega_p=ck$ the same wave gives

$$(\omega^2-\omega_p^2)u_+=-i\frac{bk}{\rho}m_+ .$$

Multiplying the two relations and cancelling $m_+u_+$, with $i(-i)=1$, yields

$$(\omega-\omega_m)(\omega^2-\omega_p^2)=\frac{\gamma b^2k^2}{M\rho}.$$

Near resonance $\omega^2-\omega_p^2\simeq2\omega_p(\omega-\omega_p)$. Dividing by $2\omega_p=2ck$,

$$(\omega-\omega_m)(\omega-\omega_p)=\Omega^2,\qquad \Omega^2=\frac{\gamma b^2k}{2M\rho c}.$$

With the detuning $\delta=\omega_m-\omega_p$, the solutions are

$$\omega=\frac{\omega_m+\omega_p}{2}\pm\frac12\sqrt{\delta^2+4\Omega^2}.$$

At the contact $\delta=0$ and the splitting is $2\Omega$. The opposite circular polarization, $m_x-im_y$, precesses at $-\omega_m$. It is far from resonance with a phonon of positive frequency, so that phonon stays almost unmixed.

Rough values $b=7\times10^5\ \mathrm{J/m^3}$ and $\rho=5.2\times10^3\ \mathrm{kg/m^3}$ give $\Omega=1.92$ rad/ns and $2\Omega=3.83$ rad/ns. The splitting energy is 2.5 µeV, far below $E_T$. Expressed as a field, $\Omega/\gamma=0.011$ T.

The modes must live long enough to show this splitting. A rough Gilbert damping $\alpha=10^{-4}$ gives a magnon population decay rate $2\alpha\omega=0.18\ \mathrm{ns^{-1}}$ at the contact, well below $2\Omega$. If either decay rate were much larger than $2\Omega$, the two hybrid modes would no longer be resolved.

### 4. From touching to a spin-Seebeck anomaly

**The mixed region.** The resonance equation is the eigenvalue equation of a symmetric matrix with diagonal entries $\omega_m,\omega_p$ and off-diagonal entry $\Omega$. Let $W$ be the magnon weight of one hybrid mode; the other has weight $1-W$. The eigenvectors give

$$W=\frac12\left(1\pm\frac{\delta}{\sqrt{\delta^2+4\Omega^2}}\right),\qquad p\equiv W(1-W)=\frac{\Omega^2}{\delta^2+4\Omega^2}.$$

The mixing $p$ falls to half its maximum at $|\delta|=2\Omega$. At an ordinary crossing the velocity difference is $v_m-v_p=2Dk_\pm/\hbar-c=\pm cs$. Hence $\delta$ is linear in $k-k_\pm$, and the mixed region has full width $4\Omega/(cs)$. At 2.0 T, where $s=0.48$, this is about $0.017k_T$ per crossing if $\Omega$ keeps its value at the contact.

Near the contact, completing the square gives

$$\hbar\delta=D(k-k_T)^2-g\mu_B(B_T-B).$$

At $B=B_T$ the condition $|\delta|<2\Omega$ becomes $|k-k_T|<\sqrt{2\hbar\Omega/D}$, or about $0.09k_T$ on either side. The mixed region is then $0.18k_T$ wide, roughly five times the two crossings at 2.0 T together. Equal slopes keep the modes near resonance over a long stretch of $k$.

**Why lifetimes matter.** Mixing alone does not fix the sign of an anomaly. Measure scattering rates in units of the magnon rate, and let $q$ be the phonon rate divided by the magnon rate. If the magnon and phonon parts scatter independently, a simple estimate for a hybrid mode is the rate $W+q(1-W)$.

At the contact the velocities are equal, and the splitting is too small to change the thermal factors appreciably. The spin current of each branch is then proportional to its magnon weight times its lifetime. Relative to an uncoupled magnon, the excess is

$$F=\frac{W}{W+q(1-W)}+\frac{1-W}{1-W+qW}-1 .$$

Over a common denominator, the two fractions have numerator $2p+q(1-2p)$, because $W^2+(1-W)^2=1-2p$. The denominator is $(1+q^2)p+q(1-2p)=q+(1-q)^2p$. Subtracting 1 leaves

$$F=\frac{(1-q^2)p}{q+(1-q)^2p}.$$

Longer-lived phonons ($q<1$) increase the current, and shorter-lived phonons ($q>1$) reduce it. For $q=1$ this contribution vanishes. At full mixing, $p=1/4$ and $F=(1-q)/(1+q)$.

**Position of the extremum.** Inserting $p$ gives

$$F=\frac{1-q^2}{q}\,\frac{\Omega^2}{\delta^2+\Gamma^2},\qquad \Gamma=\frac{1+q}{\sqrt q}\Omega .$$

Integrate over $k$ near $k_T$, holding slowly varying factors fixed. With $x=(k-k_T)\sqrt{D/(\hbar\Gamma)}$ and $\beta=\gamma(B_T-B)/\Gamma$, the field dependence is

$$I(\beta)=\int_{-\infty}^{\infty}\frac{dx}{(x^2-\beta)^2+1}
=\mathrm{Im}\int_{-\infty}^{\infty}\frac{dx}{x^2-(\beta+i)}=\pi\,\mathrm{Re}\frac1{\sqrt{\beta+i}} .$$

The last step closes the contour in the upper half-plane. Write $\beta=\cot\theta$, so that $\beta+i=e^{i\theta}/\sin\theta$ and $I=\pi\sqrt{\sin\theta}\cos(\theta/2)$. Maximizing $I^2\propto\sin\theta(1+\cos\theta)$ gives $\cos\theta+\cos2\theta=0$, hence $\theta=60^\circ$ and $\beta=1/\sqrt3$. The extremum therefore lies slightly below the touching field:

$$B_T-B_{\rm ext}\simeq\frac{\Gamma}{\sqrt3\,\gamma}.$$

For both $q=0.1$ and $q=10$, $\Gamma=3.48\,\Omega$. The displacement is $3.48(0.0109)/\sqrt3=0.022$ T, which puts the extremum near 2.58 T.

**A numerical estimate.** In the relaxation-time approximation, a temperature gradient changes a mode's occupation by an amount proportional to $v_z\tau\,\partial n/\partial T$. Multiplying by the spin carried and by $v_z$, then averaging over directions, gives

$$J\propto\sum_{\rm branches}\int k^2\,W v^2\tau\,\frac{\partial n}{\partial T}\,dk .$$

The matrix was diagonalized on a grid of $k$ up to $2k_T$, at 50 K, with $\Omega\propto\sqrt k$ and a magnon lifetime independent of $k$. The coupling for $k$ along the field was used in every direction, and so was the touching field of the isotropic model. Dipolar forces spread the touching field by about 0.09 T over the directions, more than the 0.02 T displacement found above, so they shift and broaden the anomaly. The coupling is also weaker away from the field direction: for an isotropic magnetoelastic constant, $\Omega^2$ is about half as large for $k$ perpendicular to the magnetization. A rough average over directions that includes both effects moves the extremum to about 2.51 T for a gradient normal to the magnetization, and to about 2.54 T for one along it. It also reduces the size to about 5%. The fields and sizes below therefore belong to the isotropic model only. The excess below is relative to the uncoupled current from the same range of $k$ at the same field.

| $q$ | 2.2 T | $B_T$ | 3.0 T |
|---|---:|---:|---:|
| 0.1 | +2.4% | +6.2% | +0.1% |
| 1 | −0.6% | −0.1% | −0.01% |
| 10 | −4.4% | −6.6% | −0.2% |

Scanning from 2.2 to 3.0 T in steps of 0.005 T puts the peak for $q=0.1$ at 2.585 T (+7.0%) and the dip for $q=10$ at 2.580 T (−7.6%). Both agree with the estimated displacement to within the field step. The scan says nothing about whether a deeper reduction occurs below 2.2 T.

For $q=1$ a small change remains away from the contact. At full mixing both hybrids travel at about $(v_m+v_p)/2$, so mixing replaces $v_m^2$ by $[(v_m+v_p)/2]^2$. This is a loss at the outer crossing, where $v_m>v_p$, and a gain at the inner one. The computed sum at 2.2 T is negative. Because of this velocity term the excess changes sign not at $q=1$ but at $q\approx0.97$ at $B_T$ and at $q\approx0.6$ at 2.2 T. The rule of a gain for $q<1$ is therefore safe only close to the contact or for $q$ well below 1.

The percentages do not predict a voltage. The sign rule itself belongs to this bulk relaxation-time model, which leaves out film thickness, magnon diffusion and transmission through the interface. At 50 K, $k_BT=4.3$ meV, while magnons at $2k_T$ have only about 1.5 meV near $B_T$. Most of the thermal magnon current therefore lies outside the range used. If the parabola is continued to all $k$ with the same lifetime, about 98% of the uncoupled current at $B_T$ comes from beyond $2k_T$, and an excess of 6% in the table becomes about 0.1% of the total.

### Comparison with real YIG devices

Spin-Seebeck measurements on YIG with platinum contacts show small, sharp anomalies at roughly 2.6 T, close to the isotropic result found here. The agreement is an independent test of the model only if $D$ and $c$ were determined by other means. In the usual longitudinal device the field lies in the film plane and the temperature gradient is normal to it. Waves travelling along the gradient are then perpendicular to the magnetization, and the dipolar estimate lowers their touching field to about 2.5 T. The magnetization used is a rough room-temperature value; it is larger at 50 K, which increases this shift. The agreement with the measured field is thus no better than about 0.1 T, a difference that a stiffness lower by about 3 to 4% would cover. For a film magnetized in its plane the internal field is close to the applied field. For one magnetized along its normal, the applied field must be larger by about $\mu_0M$, or 0.18 T with the value used here.
